**Transition levels and effective repulsion from three formation energies**

The program takes formation energies of 1.0, 1.6 and 1.9 eV for charges $q=+2$, $+1$ and $0$ at Fermi energy $F=0$, measured from the valence-band maximum. It finds $\varepsilon(+2/+1)=0.60$ eV, $\varepsilon(+1/0)=0.30$ eV, $\varepsilon(+2/0)=0.45$ eV and $U=-0.30$ eV. It asserts that root searches on the energy lines agree with the level formula, and that a scan of the gap finds only the charges $+2$ and $0$ stable. A control with $U=+0.30$ eV and random sets of energies test the rule that $+1$ has a stable window only for positive $U$. Numerical minimization of a lattice model confirms that relaxation can turn a bare repulsion of $+0.20$ eV into $-0.30$ eV. Direct Boltzmann sums give a largest $+1$ fraction of 0.30 percent at 300 K and 21 percent at 1300 K. An Ewald sum, asserted to be independent of its splitting parameter, supplies the leading image-charge correction. The output shows that this correction would reverse the sign of $U$ if the given energies were raw results from a 64-atom silicon cell.

## Program and output

```python
# RESULT UNDER TEST: formation energies 1.0, 1.6, 1.9 eV for charges +2, +1, 0
# at zero Fermi energy give levels (+2/+1)=0.6, (+1/0)=0.3, (+2/0)=0.45 eV
# and effective repulsion U=-0.3 eV, so charge +1 is never the ground state.
# Symbols: q = charge in units of e; F = Fermi energy above the valence-band
# maximum; E[q] = formation energy at F=0; k = Boltzmann constant in eV/K.
# Host values for silicon are rough inputs, not results.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

E = {2: 1.0, 1: 1.6, 0: 1.9}
k = const.k / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10


def formation(energies, q, F):
    return energies[q] + q * F


def level(energies, q_high, q_low):
    return (energies[q_low] - energies[q_high]) / (q_high - q_low)


def repulsion(energies):
    return energies[2] + energies[0] - 2 * energies[1]


def stable_charge(energies, F):
    charges = np.array([2, 1, 0])
    table = np.array([formation(energies, q, F) for q in charges])
    return charges[np.argmin(table, axis=0)]


# Levels: root search on the energy lines against the closed formula
levels = {}
for pair in [(2, 1), (1, 0), (2, 0)]:
    a, b = pair
    root = brentq(lambda F: formation(E, a, F) - formation(E, b, F), -5, 5)
    levels[pair] = level(E, a, b)
    assert abs(root - levels[pair]) < 1e-9
    assert formation(E, a, root - 0.1) < formation(E, b, root - 0.1)
U = repulsion(E)
assert abs(U - (levels[1, 0] - levels[2, 1])) < 1e-12
assert U < 0

# Rough silicon gap from the Varshni form
gap_zero, varshni_a, varshni_b = 1.17, 4.73e-4, 636.0


def narrowing(T):
    return varshni_a * T**2 / (T + varshni_b)


gap = gap_zero - narrowing(300.0)
assert all(0 < value < gap for value in levels.values())

# Ground state by scanning the gap
step = 1e-4
F_grid = np.arange(0, gap, step)
stable = stable_charge(E, F_grid)
assert set(stable) == {0, 2}
switch = F_grid[np.where(np.diff(stable) != 0)[0][0]]
assert abs(switch - levels[2, 0]) < 2 * step
crossing = levels[2, 0]
excess = formation(E, 1, crossing) - formation(E, 0, crossing)
assert abs(excess + U / 2) < 1e-12

# Positive-U control and random tests of the stability criterion
control = {2: 1.0, 1: 1.3, 0: 1.9}
control_width = step * np.count_nonzero(stable_charge(control, F_grid) == 1)
assert abs(control_width - repulsion(control)) < 3 * step
rng = np.random.default_rng(4)
wide_grid = np.arange(-4, 4, 0.001)
for _ in range(200):
    trial = dict(zip([2, 1, 0], rng.uniform(0, 3, 3)))
    if abs(repulsion(trial)) > 0.02:
        appears = np.any(stable_charge(trial, wide_grid) == 1)
        assert appears == (repulsion(trial) > 0)

# Pair reaction 2 D+ -> D0 + D2+ has the same energy at every F
for F in [0.0, 0.2, 0.8]:
    reaction = (formation(E, 0, F) + formation(E, 2, F)
                - 2 * formation(E, 1, F))
    assert abs(reaction - U) < 1e-12

# Lattice model: n added electrons, displacement Q in angstrom
site, bare_U, coupling, stiffness = 0.85, 0.2, 2.0, 8.0


def lattice_energy(n, Q):
    return (E[2] + site * n + bare_U * n * (n - 1) / 2
            - coupling * n * Q + stiffness * Q**2 / 2)


relaxed, displacement = {}, {}
for n in [0, 1, 2]:
    result = minimize_scalar(lambda Q: lattice_energy(n, Q),
                             bracket=(-1.0, 1.0))
    relaxed[2 - n], displacement[n] = result.fun, result.x
    assert abs(result.x - n * coupling / stiffness) < 1e-6
    assert abs(result.fun - E[2 - n]) < 1e-8
assert abs(repulsion(relaxed) - (bare_U - coupling**2 / stiffness)) < 1e-8
for Q in [0.0, 0.3]:
    frozen = {2 - n: lattice_energy(n, Q) for n in [0, 1, 2]}
    assert abs(repulsion(frozen) - bare_U) < 1e-12

# Thermal populations with spin weight two for charge +1
spin = {2: 1, 1: 2, 0: 1}


def free_energy(q, F, T):
    return formation(E, q, F) - k * T * np.log(spin[q])


thermal = {}
for T in [300.0, 1300.0]:
    upper = brentq(lambda F: free_energy(2, F, T) - free_energy(1, F, T), -2, 2)
    lower = brentq(lambda F: free_energy(1, F, T) - free_energy(0, F, T), -2, 2)
    U_thermal = lower - upper
    assert abs(U_thermal - (U + 2 * k * T * np.log(2))) < 1e-9
    weights = {q: spin[q] * np.exp(-formation(E, q, F_grid) / (k * T))
               for q in E}
    fraction = weights[1] / sum(weights.values())
    peak = np.argmax(fraction)
    formula = 1 / (1 + np.exp(-U / (2 * k * T)))
    assert abs(F_grid[peak] - crossing) < 2 * step
    assert abs(fraction[peak] - formula) < 1e-5
    thermal[T] = (k * T, upper, lower, U_thermal, fraction[peak])
T_equal = brentq(lambda T: free_energy(1, crossing, T)
                 - free_energy(0, crossing, T), 100, 10000)
assert abs(T_equal + U / (2 * k * np.log(2))) < 1e-5
melting = 1690.0
assert T_equal > melting

# A valence-edge rise changes the energies by q times the rise
rise = narrowing(1300.0)
shifted = {q: E[q] + q * rise for q in E}
for pair in levels:
    assert abs(level(shifted, *pair) - levels[pair] + rise) < 1e-12
assert abs(repulsion(shifted) - U) < 1e-12


# Ewald sum for a unit charge in a cubic cell with neutral background
def madelung(split):
    n = np.arange(-6, 7)
    vectors = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
    squares = np.sum(vectors**2, axis=1)
    squares = squares[squares > 0].astype(float)
    distance = np.sqrt(squares)
    G2 = 4 * np.pi**2 * squares
    potential = np.sum(erfc(split * distance) / distance)
    potential += 4 * np.pi * np.sum(np.exp(-G2 / (4 * split**2)) / G2)
    potential -= 2 * split / np.sqrt(np.pi) + np.pi / split**2
    return -potential


alpha = madelung(2.0)
assert abs(alpha - madelung(1.5)) < 1e-9
assert abs(alpha - madelung(2.5)) < 1e-9
permittivity, lattice = 11.7, 5.43
image_results = []
for repeat in [2, 3, 4]:
    side = repeat * lattice
    unit_correction = hartree * alpha / (2 * permittivity * side / bohr)
    corrected = {q: E[q] + q**2 * unit_correction for q in E}
    change = repulsion(corrected) - U
    assert abs(change - hartree * alpha * bohr / (permittivity * side)) < 1e-10
    image_results.append((8 * repeat**3, side, unit_correction,
                          repulsion(corrected)))
assert image_results[0][3] > 0 > image_results[1][3]
side_zero = brentq(lambda L: U + hartree * alpha * bohr
                   / (permittivity * L), 5, 50)

for q in [2, 1, 0]:
    print(f"Input E(q={q:+d}) at F=0: {E[q]:.2f} eV")
for (a, b), value in levels.items():
    print(f"Level ({a:+d}/{b:+d}): {value:.3f} eV")
print(f"Effective repulsion U: {U:.3f} eV")
print(f"Excess energy of +1 at the +2/0 crossing: {excess:.3f} eV")
for F in [0.20, crossing, 0.80]:
    values = [formation(E, q, F) for q in [2, 1, 0]]
    print(f"F={F:.2f} eV: E(+2,+1,0)="
          + ", ".join(f"{value:.2f}" for value in values) + " eV")
print(f"Stable charge at F=0.20 eV: {int(stable_charge(E, 0.20)):+d}")
print(f"Stable charge at F=0.80 eV: {int(stable_charge(E, 0.80)):+d}")
print(f"Control E(+1): {control[1]:.2f} eV")
print(f"Control U: {repulsion(control):.3f} eV")
print(f"Control +1 window from scan: {control_width:.3f} eV")
print(f"Lattice model site energy a: {site:.2f} eV")
print(f"Lattice model bare repulsion: {bare_U:.2f} eV")
print(f"Lattice model coupling: {coupling:.2f} eV/angstrom")
print(f"Lattice model stiffness: {stiffness:.2f} eV/angstrom^2")
print(f"Lattice relaxation term in U: {-coupling**2/stiffness:.2f} eV")
print(f"Displacement for one electron: {displacement[1]:.3f} angstrom")
print(f"Displacement for two electrons: {displacement[2]:.3f} angstrom")
print(f"Rough silicon gap at 300 K: {gap:.2f} eV")
for T, values in thermal.items():
    print(f"T={T:.0f} K: kT={values[0]:.4f} eV")
    print(f"  level (+2/+1) with spin: {values[1]:.3f} eV")
    print(f"  level (+1/0) with spin: {values[2]:.3f} eV")
    print(f"  U with spin entropy: {values[3]:.3f} eV")
    print(f"  largest +1 fraction: {100*values[4]:.2f} percent")
    print(f"  rough gap narrowing from 0 K: {narrowing(T):.3f} eV")
print(f"Equal-population temperature: {T_equal:.0f} K")
print(f"Rough silicon melting point: {melting:.0f} K")
print(f"Rough lattice constant: {lattice:.2f} angstrom")
print(f"Rough relative permittivity: {permittivity:.1f}")
print(f"Cubic Madelung constant: {alpha:.4f}")
for atoms, side, correction, U_corrected in image_results:
    print(f"{atoms} atoms, L={side:.2f} angstrom: "
          f"q=1 correction {correction:.3f} eV, U {U_corrected:+.3f} eV")
print(f"Cell side where corrected U vanishes: {side_zero:.2f} angstrom")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input E(q=+2) at F=0: 1.00 eV
Input E(q=+1) at F=0: 1.60 eV
Input E(q=+0) at F=0: 1.90 eV
Level (+2/+1): 0.600 eV
Level (+1/+0): 0.300 eV
Level (+2/+0): 0.450 eV
Effective repulsion U: -0.300 eV
Excess energy of +1 at the +2/0 crossing: 0.150 eV
F=0.20 eV: E(+2,+1,0)=1.40, 1.80, 1.90 eV
F=0.45 eV: E(+2,+1,0)=1.90, 2.05, 1.90 eV
F=0.80 eV: E(+2,+1,0)=2.60, 2.40, 1.90 eV
Stable charge at F=0.20 eV: +2
Stable charge at F=0.80 eV: +0
Control E(+1): 1.30 eV
Control U: 0.300 eV
Control +1 window from scan: 0.300 eV
Lattice model site energy a: 0.85 eV
Lattice model bare repulsion: 0.20 eV
Lattice model coupling: 2.00 eV/angstrom
Lattice model stiffness: 8.00 eV/angstrom^2
Lattice relaxation term in U: -0.50 eV
Displacement for one electron: 0.250 angstrom
Displacement for two electrons: 0.500 angstrom
Rough silicon gap at 300 K: 1.12 eV
T=300 K: kT=0.0259 eV
  level (+2/+1) with spin: 0.582 eV
  level (+1/0) with spin: 0.318 eV
  U with spin entropy: -0.264 eV
  largest +1 fraction: 0.30 percent
  rough gap narrowing from 0 K: 0.045 eV
T=1300 K: kT=0.1120 eV
  level (+2/+1) with spin: 0.522 eV
  level (+1/0) with spin: 0.378 eV
  U with spin entropy: -0.145 eV
  largest +1 fraction: 20.77 percent
  rough gap narrowing from 0 K: 0.413 eV
Equal-population temperature: 2511 K
Rough silicon melting point: 1690 K
Rough lattice constant: 5.43 angstrom
Rough relative permittivity: 11.7
Cubic Madelung constant: 2.8373
64 atoms, L=10.86 angstrom: q=1 correction 0.161 eV, U +0.022 eV
216 atoms, L=16.29 angstrom: q=1 correction 0.107 eV, U -0.086 eV
512 atoms, L=21.72 angstrom: q=1 correction 0.080 eV, U -0.139 eV
Cell side where corrected U vanishes: 11.64 angstrom
ALL CHECKS PASSED
```
